# Gyrotropic frequency of a vortex in a thin magnetic disk

## Question

A soft magnetic disk of radius $R=200$ nm and thickness $L=20$ nm holds one vortex. Its saturation magnetization $M$ satisfies $\mu_0M=1$ T. In the two-vortex model, the second vortex is an image outside the disk.

Put $\beta=L/R$ and $\zeta=(x+iy)/R=re^{i\chi}$. For a core displaced by $s=aR$ along $x$, the magnetization direction outside the core is

$$m_x+im_y=\frac{iF}{|F|},\qquad F=(\zeta-a)(1-a\zeta).$$

The core points up and is small compared with $R$. The magnetization is uniform through the thickness, and no field or current is applied. The dynamics follow $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B$ with $\gamma>0$, $\gamma/2\pi=28.025$ GHz/T and $\mathbf B=-M^{-1}\delta W/\delta\mathbf m$. SI units are used.

## (a) Find the magnetic charges for small $a$.

**Answer.** On the edge $\zeta\bar\zeta=1$, so $\zeta-a=\zeta(1-a\bar\zeta)$ and

$$F=\zeta(1-a\bar\zeta)(1-a\zeta)=\zeta|1-a\zeta|^2 .$$

Thus $m_x+im_y=i\zeta$, which is tangential: there is no edge charge.

For the volume charge, use polar coordinates about the core, $\zeta=a+\rho e^{i\psi}$. The magnetization angle is $\pi/2+\psi+\varphi$, with

$$\varphi=\arg(1-a\zeta)=-a\,\mathrm{Im}\,\zeta+O(a^2)=-a\rho\sin\psi+O(a^2).$$

Hence $m_\rho=-\sin\varphi$ and $m_\psi=\cos\varphi$, and

$$R\,\nabla\!\cdot\mathbf m=-\frac1\rho\partial_\rho(\rho\sin\varphi)-\frac{\sin\varphi}{\rho}\,\partial_\psi\varphi
=2a\sin\psi+O(a^2).$$

The second term is of order $a^2$ because it contains $\varphi$ twice. The charge density $-M\nabla\cdot\mathbf m$ stays bounded at the core. The angles $\psi$ and $\chi$ differ appreciably only within a distance of order $a$ from the centre, so the leading energy follows from $R\nabla\cdot\mathbf m=2a\sin\chi$.

The core also carries opposite charges on the two faces. Their self-energy does not depend on position if the core moves rigidly. Their interaction with the volume charge cancels, since the volume charge is even about the midplane and the face charges are odd.

## (b) Find the magnetostatic energy to order $a^2$ at finite thickness.

**Answer.** The centred vortex has no volume charge, so the first-order charge fixes the energy to second order:

$$W=\frac{\mu_0M^2}{8\pi}\iint\frac{(\nabla\cdot\mathbf m)(\nabla'\cdot\mathbf m')}{|\mathbf r-\mathbf r'|}\,dV\,dV'.$$

For two points with lateral separation $Rd$,

$$\frac1{|\mathbf r-\mathbf r'|}=\frac1R\int_0^\infty dk\,J_0(kd)\,e^{-k|z-z'|/R}.$$

With $x=k\beta$, the average over both heights is

$$T(x)=2\int_0^1\!du\int_0^u\!dv\,e^{-x(u-v)}
=\frac2x\int_0^1(1-e^{-xu})\,du=\frac{2(x-1+e^{-x})}{x^2}.$$

For the lateral integrals, expand

$$J_0(kd)=J_0(kr)J_0(kr')+2\sum_{m\ge1}J_m(kr)J_m(kr')\cos m(\chi-\chi').$$

The factors $\sin\chi\sin\chi'$ select $m=1$, and the angular integral of $2\sin\chi\sin\chi'\cos(\chi-\chi')$ is $2\pi^2$. Each volume element gives $R^2$, the two divergences give $R^{-2}$, the kernel gives $R^{-1}$, and the heights give $L^2$. Therefore

$$W=\frac{\mu_0M^2L^2R}{8\pi}\,(4a^2)(2\pi^2)\int_0^\infty g^2T\,dk
=\pi\mu_0M^2L^2R\,a^2\Lambda(\beta),$$

$$\Lambda(\beta)=\int_0^\infty g(k)^2\,T(k\beta)\,dk,\qquad g(k)=\int_0^1rJ_1(kr)\,dr.$$

## (c) Evaluate $\Lambda$ in the thin limit and find its first thickness correction.

**Answer.** For $\beta\to0$, $T\to1$. Multiplying the expansion of $J_0(kd)$ by $\cos\tau$, with $\tau=\chi-\chi'$, integrating over $\tau$, and using $\int_0^\infty J_0(kd)\,dk=1/d$ gives, for $r<r'$ and $x=r/r'$,

$$\int_0^\infty J_1(kr)J_1(kr')\,dk=\frac{A(x)}{r'},\qquad
A(x)=\frac1\pi\int_0^\pi\frac{\cos\tau\,d\tau}{\sqrt{1+x^2-2x\cos\tau}}.$$

The regions $r<r'$ and $r>r'$ contribute equally, so

$$\Lambda(0)=2\int_0^1r'^2dr'\int_0^1xA(x)\,dx=\frac23\int_0^1xA(x)\,dx.$$

Write $q=\sin(\tau/2)$, so that $1-\cos\tau=2q^2$. Splitting $x=(x-\cos\tau)+\cos\tau$,

$$\int_0^1\frac{x\,dx}{\sqrt{1+x^2-2x\cos\tau}}
=2q-1+\cos\tau\,\ln\frac{2q^2+2q}{2q^2}
=2q-1+\cos\tau\,\ln(1+1/q).$$

Now multiply by $\cos\tau$ and integrate with $\tau=2t$. The first term gives

$$4\int_0^{\pi/2}(1-2\sin^2t)\sin t\,dt=4\left(1-\tfrac43\right)=-\tfrac43,$$

and the second gives zero. Since $2\cos^22t=1+\cos4t$, the third is $P+Q$, where

$$P=\int_0^{\pi/2}\ln\frac{1+\sin t}{\sin t}\,dt,\qquad
Q=\int_0^{\pi/2}\cos4t\,\ln\frac{1+\sin t}{\sin t}\,dt.$$

For $P$, replace $t$ by $\pi/2-t$ in the numerator and use $1+\cos t=2\cos^2(t/2)$:

$$\int_0^{\pi/2}\ln(1+\sin t)\,dt=\frac\pi2\ln2+4\int_0^{\pi/4}\ln\cos u\,du.$$

The series $\ln\cos u=-\ln2-\sum_{n\ge1}(-1)^n\cos(2nu)/n$ gives $-(\pi/4)\ln2+C/2$ for the last integral, where $C=\sum_{j\ge0}(-1)^j/(2j+1)^2=0.915966$ is Catalan's constant. The numerator therefore contributes $2C-(\pi/2)\ln2$. The series $\ln\sin t=-\ln2-\sum_{n\ge1}\cos(2nt)/n$ gives $-(\pi/2)\ln2$ for the denominator, so $P=2C$.

For $Q$, integrate by parts. The boundary terms vanish, and the derivative of the logarithm is $-(1-\sin t)/(\sin t\cos t)$. With $\sin4t=4\sin t\cos t\cos2t$,

$$Q=\int_0^{\pi/2}\cos2t\,(1-\sin t)\,dt=0+\tfrac13=\tfrac13.$$

Thus $\int_0^1xA\,dx=(-4/3+2C+1/3)/\pi=(2C-1)/\pi$, and

$$\boxed{\Lambda(0)=\frac{4}{3\pi}\left(C-\frac12\right)=0.17654}$$

A direct numerical evaluation of the real-space Coulomb integral also gives $0.176541$. The simpler coefficient $5/(9\pi)=0.17684$, which corresponds to $20/9$ in Gaussian units, is larger by 0.17% and so is a close approximation to this limit.

For small thickness, $T(x)=1-x/3+\cdots$. The completeness relation $\int_0^\infty kJ_1(kr)J_1(kr')\,dk=\delta(r-r')/r$ gives $\int_0^\infty kg^2dk=\int_0^1r\,dr=1/2$. Hence

$$\Lambda(\beta)\simeq\Lambda(0)-\beta/6 .$$

At $\beta=0.1$ this is $0.1599$, while the full integral gives $0.1615$. The restoring force still grows with $L$, through the factor $L^2$ in $W$, but it is weaker than the thin-limit formula predicts, because charges at different heights are farther apart than charges in one sheet.

## (d) Derive the core motion and calculate its frequency.

**Answer.** Take $\mathbf m\times$ the equation of motion. The double cross product gives $\mathbf m\times\dot{\mathbf m}=\gamma[\mathbf B-\mathbf m(\mathbf m\cdot\mathbf B)]$. Now take the scalar product with $\partial_i\mathbf m$, the derivative with respect to core coordinate $X_i$. It is perpendicular to $\mathbf m$, so

$$\partial_i\mathbf m\cdot(\mathbf m\times\dot{\mathbf m})=\gamma\,\mathbf B\cdot\partial_i\mathbf m .$$

Multiply by $ML/\gamma$ and integrate over the disk area. The right side becomes $-\partial W/\partial X_i$. If the profile follows the core, $\dot{\mathbf m}=\dot X\partial_X\mathbf m+\dot Y\partial_Y\mathbf m$. With $W=\kappa(X^2+Y^2)/2$ the two equations are

$$-G\dot Y=-\kappa X,\qquad G\dot X=-\kappa Y,\qquad
G=\frac{ML}{\gamma}\int\mathbf m\cdot(\partial_X\mathbf m\times\partial_Y\mathbf m)\,d^2r.$$

Outside the core all three vectors in the triple product lie in the plane, so it vanishes. Inside a small core the image is negligible, and displacing the core is equivalent to $\partial_X=-\partial_x$, $\partial_Y=-\partial_y$; the two minus signs cancel. If $\theta(r)$ is the angle from the upward normal, with $r$ here the distance from the core centre, the triple product is $\sin\theta\,\theta'/r$. Its integral is

$$2\pi\int_0^{\pi/2}\sin\theta\,d\theta=2\pi,\qquad\text{so}\qquad G=\frac{2\pi ML}{\gamma}.$$

The equations become $\dot X=-\omega Y$ and $\dot Y=\omega X$ with $\omega=\kappa/G$: a counterclockwise circle seen from above. Since $a=s/R$, part (b) gives $\kappa=2\pi\mu_0M^2L^2\Lambda/R$, and

$$\boxed{\omega=\gamma\mu_0M\,\beta\,\Lambda(\beta)}$$

In the thin limit,

$$f=28.025\times1\times0.1\times0.17654=0.495\ \text{GHz}.$$

With the finite thickness kept,

$$f=28.025\times1\times0.1\times0.1615=0.453\ \text{GHz},$$

which is 8.5% lower and corresponds to a period of 2.21 ns. A numerical energy slope for the full ansatz at $a=0.05$, combined with a numerically integrated gyroconstant, gives the same frequency to within 0.1%.

At fixed $\beta$ and $M$, this magnetostatic frequency does not depend on the absolute size of the disk.

## (e) How much does exchange add?

**Answer.** Let the exchange constant be $A_{\rm ex}=13$ pJ/m. Outside the core the energy is $A_{\rm ex}L\int|\nabla\arg F|^2d^2r$. By the Cauchy–Riemann relations, $|\nabla\arg F|=|\nabla u|$ with $u=\ln|F|$. Away from the core $u$ is harmonic, so the area integral equals $\oint u\,\partial_nu\,dl$ over the boundaries.

On the edge $\partial_nu=1$ and $u=2\ln|1-a\zeta|$. The mean of this harmonic function over the circle is its value at the centre, zero. On a small core circle of scaled radius $\varepsilon$, $u\simeq\ln\varepsilon+\ln(1-a^2)$, and the normal leaving the integration region points inward, so $\partial_nu\simeq-1/\varepsilon$. Thus

$$\int|\nabla u|^2d^2r=-2\pi\ln\varepsilon-2\pi\ln(1-a^2)
\simeq2\pi\ln(1/\varepsilon)+2\pi a^2 .$$

For a fixed core the added energy is $2\pi A_{\rm ex}La^2$, hence

$$\kappa_{\rm ex}=\frac{4\pi A_{\rm ex}L}{R^2},\qquad
\omega_{\rm ex}=\frac{\kappa_{\rm ex}}{G}=\frac{2\gamma A_{\rm ex}}{MR^2}.$$

The stiffnesses are $\kappa=1.615$ mN/m and $\kappa_{\rm ex}=0.082$ mN/m. Exchange adds 0.023 GHz, giving $0.476$ GHz. Its relative importance is

$$\frac{\kappa_{\rm ex}}{\kappa}=\frac{2A_{\rm ex}}{\mu_0M^2LR\,\Lambda},$$

so it grows when the disk is reduced in size at fixed $\beta$. The positive sign of $\kappa_{\rm ex}$ belongs to the tangential edge of this profile; if the edge magnetization were free to turn, exchange alone would push the core outward.

This part was also tested without the collective-coordinate equation. A linear spin-wave diagonalization was made for a vortex with exchange, easy-plane energy density $\mu_0M^2m_z^2/2$ and a fixed tangential edge. For a radius of 30 exchange lengths, the length being $\sqrt{2A_{\rm ex}/\mu_0M^2}$, the frequency of its counterclockwise mode comes out 0.25% below $\omega_{\rm ex}$ on a grid of 6000 cells. The grid error there is about 0.4%; extrapolated to zero cell size, the mode lies 0.14% above $\omega_{\rm ex}$, a finite-size excess that shrinks as the radius grows.

## (f) Include damping, and judge the result for a real disk.

Take damping constant $\alpha=0.01$, core radius $b=10$ nm and core profile $\tan(\theta/2)=r/b$, with $r$ the distance from the core centre.

**Answer.** Damping adds $\alpha\,\mathbf m\times\dot{\mathbf m}$ to $\dot{\mathbf m}$. Repeating the projection adds $\alpha\,\partial_i\mathbf m\cdot\dot{\mathbf m}$ to its left side. With $Z=X+iY$ and $\kappa$ now the total stiffness,

$$G(i+\alpha\eta)\dot Z=-\kappa Z,\qquad \eta=\frac1{2\pi}\int|\partial_X\mathbf m|^2d^2r .$$

For $\omega_0=\kappa/G$, this gives

$$\dot Z=\frac{i-\alpha\eta}{1+\alpha^2\eta^2}\,\omega_0Z .$$

Outside the core, the first-order change of the magnetization angle at a fixed point is $a(1/r-r)\sin\chi$. For $b\ll R$ it contributes

$$\pi\int_{b/R}^1r\left(\frac1r-r\right)^2dr\simeq\pi\left(\ln\frac Rb-\frac34\right).$$

Inside the core $\theta'=\sin\theta/r=(2/b)/(1+r^2/b^2)$. Half of $\int|\nabla\mathbf m|^2d^2r$ belongs to the $X$ derivative, which gives

$$\int_0^b\frac{4}{b^2(1+r^2/b^2)^2}\,2\pi r\,dr=4\pi\int_0^1\frac{dv}{(1+v)^2}=2\pi .$$

Adding the two parts,

$$\eta=\frac12\left(\ln\frac Rb+\frac54\right)=\frac12(2.996+1.25)=2.12 .$$

The frequency falls by only 0.045%, but the amplitude falls to $1/e$ of its initial value in about 16 ns, or 7.5 revolutions. A sustained oscillator must therefore be driven.

The core radius is an assumed value, and a larger core is damped less: $b=16$ nm would give $\eta=1.89$ and a decay time of about 18 ns. The relaxed easy-plane core of part (e) gives $\eta=1.94$ for this disk, equivalent to $b\approx14.5$ nm and a decay time of about 17 ns. The other parameters are rough typical values for a permalloy disk. Within the prescribed profile, the finite thickness lowers the thin-limit value to 0.453 GHz, and exchange raises that to 0.476 GHz. The calculation uses the free-electron $g$ factor; $g=2.1$, a rough value for the alloy, would give 0.499 GHz. That this lies close to the thin-limit value is an accident of opposing corrections. At 300 K, equipartition gives an rms core displacement $\sqrt{2k_BT/(\kappa+\kappa_{\rm ex})}=2.2$ nm, about 1% of $R$. On an orbit of radius $0.2R$ the magnetostatic frequency is 0.7% higher than for small orbits.

A real disk also breaks the assumption of a prescribed profile: its magnetization can relax, redistributing the volume charge and placing some charge on the edge. With the core shape fixed, the centred profile has no volume or edge charge and already minimizes the exchange energy. Relaxation at a displaced core position can then only lower the static energy, and with it the stiffness. For this disk the reduction outweighs the exchange addition: minimizing the magnetostatic and exchange energy over the in-plane angle, with the core held fixed, lowers the total stiffness by about 12–13% and the frequency to 0.41–0.42 GHz for the free-electron $g$ factor, depending on how much of the core region, up to a radius of about 10 nm, is held. Most of the reduction comes from the interior: with the edge kept tangential the stiffness still falls by 8–9%. That minimization is not derived here, and the torque and magnetic field of a drive current are left out. The result is thus an estimate within the two-vortex model. It loses its basis when the core is not small compared with $R$, when the magnetization varies through the thickness, or when the core approaches the edge. The remaining digits are in the numerical output.

## Computed results

```
disk radius = 200 nm
disk thickness = 20 nm
thickness/radius = 0.100
mu0 M = 1.000 T
M = 795.8 kA/m
gamma/(2 pi) = 28.0250 GHz/T
Catalan constant = 0.915966
Lambda(0), closed form = 0.176541
Lambda(0), real-space integral = 0.176541
Lambda(0), wave-number integral = 0.176537
rounded coefficient 5/(9 pi) = 0.176839
Lambda(beta), finite thickness = 0.16152
frequency, thin limit = 0.4948 GHz
frequency, rounded coefficient = 0.4956 GHz
frequency, finite thickness = 0.4527 GHz
finite/thin frequency ratio = 0.9149
frequency, numerical full ansatz, a=0.05 = 0.4529 GHz
period, finite thickness = 2.209 ns
gyro integral/(2 pi) = 0.999999
gyroconstant = 5.6790e-13 J s/m^2
magnetostatic stiffness = 1.6152 mN/m
exchange constant = 13.0 pJ/m
exchange length = 5.72 nm
exchange stiffness = 0.0817 mN/m
exchange addition to frequency = 0.0229 GHz
frequency with exchange = 0.4755 GHz
spin-wave test disk radius = 30 exchange lengths
spin-wave/predicted frequency = 0.9975
damping constant = 0.010
core radius = 10 nm
damping geometry factor eta = 2.1229
eta, numerical integral = 2.1241
relative damping shift = -4.50e-04
amplitude decay time = 15.77 ns
frequency with exchange, g=2.1 = 0.4987 GHz
temperature = 300 K
thermal rms core displacement = 2.21 nm
magnetostatic frequency ratio at a=0.2 = 1.0071
```
